\section*{Apparent Mobility of a Ballistic Transistor Channel Grows with Its Length}

\section{The false scattering time}

Take a transistor with a 40 nm channel in which carriers never collide. Measure its current at small drain bias, divide by the sheet charge and the average field, and call the result a mobility. For the model parameters used below this gives about $747\ \mathrm{cm^2/(V\,s)}$. The Drude relation $\tau=m\mu/q$ then turns it into a time of 85 fs, although there are no collisions for this time to separate. At 20 nm and the same carrier density, both mobility and time are halved. Read as a material property, the mobility would say that shortening the channel had doubled the scattering rate. The theorem below shows what this mobility measures instead.

\section{Model and theorem}

The channel is a two-dimensional electron gas of width $W$ with one occupied subband. Over a flat barrier plateau of length $L$ the energy above the subband bottom is $E=\hbar^2(k_x^2+k_y^2)/2m$, with $x$ pointing from source to drain. There are $g$ equivalent valleys and two spin states. The width is large enough for $k_y$ to be continuous. The assumptions are as follows.

(A1) Source and drain are ideal reservoirs at temperature $T$. They absorb every carrier that reaches them, and any additional series resistance is excluded.

(A2) No scattering occurs in the channel. Carriers with enough longitudinal energy to pass the barrier are transmitted, and the others are reflected. Tunnelling and reflection above the barrier top are neglected.

(A3) The gate fixes the sheet density $n_s$ on the plateau, independently of $L$ and of the drain bias.

Let $q>0$ be the elementary charge, $V$ the magnitude of the drain bias and $I$ that of the current. The low-bias conductance is $G=\lim_{V\to0}I/V$. The apparent mobility is defined by writing $G$ in the form appropriate to drift in a uniform field $V/L$:
\begin{equation}
G=q n_s\mu_{\rm app}\frac{W}{L},\qquad
\mu_{\rm app}\equiv\frac{GL}{q n_sW}. \label{def}
\end{equation}
This definition does not assert that carriers drift. The Fermi integrals are normalised as
\begin{equation}
F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty
\frac{\varepsilon^j\,d\varepsilon}{1+e^{\varepsilon-\eta}},\qquad j>-1,
\end{equation}
and the density and velocity scales are
\begin{equation}
N=\frac{g m k_BT}{\pi\hbar^2},\qquad
v_T=\sqrt{\frac{2k_BT}{\pi m}}. \label{scales}
\end{equation}

\textbf{Theorem.} Under (A1)--(A3) the apparent mobility is
\begin{equation}
\mu_B=\frac{q v_TL}{2k_BT}\,\frac{F_{-1/2}(\eta)}{F_0(\eta)},
\qquad n_s=N F_0(\eta). \label{theorem}
\end{equation}
At fixed $n_s$ and $T$ it is proportional to $L$.

\section{Two lemmas}

\textbf{Lemma 1 (density).} If the states with $k_x>0$ are filled by a reservoir whose Fermi energy lies $\eta k_BT$ above the subband bottom, they hold the density $n_+=\tfrac12NF_0(\eta)$.

\textit{Proof.} The density of states in momentum space is $2g/(2\pi)^2$ per unit area. In polar coordinates the half-plane $k_x>0$ spans an angle $\pi$. With $f$ the Fermi function, $\varepsilon=E/k_BT$ and $k\,dk=(mk_BT/\hbar^2)\,d\varepsilon$,
\begin{align}
n_+&=\frac{2g}{4\pi^2}\,\pi\int_0^\infty f\,k\,dk
=\frac{g}{2\pi}\frac{mk_BT}{\hbar^2}\int_0^\infty
\frac{d\varepsilon}{1+e^{\varepsilon-\eta}}
=\frac N2F_0(\eta).
\end{align}
The last integral is $F_0(\eta)=\ln(1+e^\eta)$. $\square$

\textbf{Lemma 2 (flux).} The same carriers have the flux $J_+=\tfrac12Nv_TF_{1/2}(\eta)$ per unit width.

\textit{Proof.} Each state is weighted by $v_x=(\hbar k/m)\cos\theta$, and $\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=2$. Hence
\begin{equation}
J_+=\frac{2g}{4\pi^2}\,\frac{2\hbar}{m}\int_0^\infty f\,k^2dk
=\frac{g\hbar}{\pi^2m}\int_0^\infty f\,k^2dk.
\end{equation}
Multiplying $k=\sqrt{2mk_BT\varepsilon}/\hbar$ by the expression for $k\,dk$ gives
\begin{equation}
k^2dk=\frac{mk_BT\sqrt{2mk_BT}}{\hbar^3}\,
\varepsilon^{1/2}d\varepsilon .
\end{equation}
The remaining integral is $\Gamma(3/2)F_{1/2}(\eta)$, with $\Gamma(3/2)=\sqrt\pi/2$. Therefore
\begin{equation}
J_+=\frac{g k_BT\sqrt{2mk_BT}}{2\pi^{3/2}\hbar^2}F_{1/2}(\eta)
=\frac12\,\frac{gmk_BT}{\pi\hbar^2}
\sqrt{\frac{2k_BT}{\pi m}}\,F_{1/2}(\eta),
\end{equation}
which is the stated result by Eq.~\eqref{scales}. $\square$

\section{Proof of the theorem}

On the plateau, carriers moving towards the drain came from the source, and those moving towards the source came from the drain. No collision mixes the two groups. Let their reduced Fermi energies be $\eta_S$ and $\eta_D$, with $\eta_S-\eta_D=u\equiv qV/k_BT$. The lemmas give
\begin{align}
n_s&=\frac N2\left[F_0(\eta_S)+F_0(\eta_D)\right],\label{n}\\
I&=\frac{WqNv_T}{2}\left[F_{1/2}(\eta_S)-F_{1/2}(\eta_D)\right].
\label{I}
\end{align}
The length $L$ appears in neither equation. A longer plateau contains more carriers in flight, but the same number enters and leaves per second.

At $V=0$ both reduced Fermi energies equal $\eta$. For small $V$ write $\eta_S=\eta+\delta_S$ and $\eta_D=\eta+\delta_D$. Since $n_s$ is fixed, the first-order part of Eq.~\eqref{n} gives $F_0'(\eta)(\delta_S+\delta_D)=0$. As $F_0'>0$, it follows that $\delta_S=u/2$ and $\delta_D=-u/2$ to first order.

The derivative of $F_{1/2}$ is also needed. With $f=1/(1+e^{\varepsilon-\eta})$ we have $\partial f/\partial\eta=-\partial f/\partial\varepsilon$. Integration by parts, whose boundary terms vanish, gives
\begin{equation}
F_{1/2}'(\eta)=-\frac{1}{\Gamma(3/2)}\int_0^\infty
\varepsilon^{1/2}\frac{\partial f}{\partial\varepsilon}\,d\varepsilon
=\frac{1}{2\Gamma(3/2)}\int_0^\infty\varepsilon^{-1/2}f\,d\varepsilon
=F_{-1/2}(\eta),
\end{equation}
because $2\Gamma(3/2)=\Gamma(1/2)$. The bracket in Eq.~\eqref{I} is thus $uF_{-1/2}(\eta)$ to first order, and
\begin{equation}
G=\frac{Wq^2Nv_T}{2k_BT}F_{-1/2}(\eta). \label{G}
\end{equation}
Inserting this and $n_s=NF_0(\eta)$ into Eq.~\eqref{def} yields
\begin{equation}
\mu_B=\frac{L}{qWNF_0(\eta)}\,
\frac{Wq^2Nv_T}{2k_BT}F_{-1/2}(\eta)
=\frac{qv_TL}{2k_BT}\frac{F_{-1/2}(\eta)}{F_0(\eta)}.
\end{equation}
Fixed $n_s$ and $T$ fix $\eta$, so every factor except $L$ is constant. $\square$

\textbf{Remark on the origin of $L$.} The drift form expects a conductance that falls as $1/L$. The ballistic conductance does not fall, so the definition compensates with a mobility that rises as $L$.

\textbf{Remark on finite bias.} Reversing $V$ exchanges $\eta_S$ and $\eta_D$ in Eqs.~\eqref{n} and \eqref{I}. The density is unchanged and the current changes sign. The current is therefore odd in $V$, and the first correction to $I/V$ is of order $V^2$.

\section{Limiting laws}

\textbf{Nondegenerate gas.} For $\eta\to-\infty$ the Fermi function becomes $e^{\eta-\varepsilon}$, so every $F_j$ tends to $e^\eta$. The ratio in Eq.~\eqref{theorem} tends to one, and
\begin{equation}
\mu_B\to\frac{q L}{2k_BT}\sqrt{\frac{2k_BT}{\pi m}}
=\frac{qL}{\sqrt{2\pi mk_BT}}. \label{dilute}
\end{equation}
In this limit the current at finite bias also has a closed form. Dividing Eq.~\eqref{I} by Eq.~\eqref{n} gives
\begin{equation}
\frac{I}{Wqn_s}=v_T\frac{e^{\eta_S}-e^{\eta_D}}{e^{\eta_S}+e^{\eta_D}}
=v_T\tanh\frac{qV}{2k_BT}. \label{tanh}
\end{equation}
At small bias this is linear in $V$ and reproduces Eq.~\eqref{dilute}. At large bias it saturates at $Wqn_sv_T$, provided that the gate still holds $n_s$ at the barrier top.

\textbf{Degenerate gas.} For $\eta\to\infty$ the Fermi function is a step at $\varepsilon=\eta$, so $F_j\to\eta^{j+1}/\Gamma(j+2)$. Thus $F_0\to\eta$ and $F_{-1/2}\to2\sqrt{\eta/\pi}$. Defining the Fermi velocity by $mv_F^2/2=\eta k_BT$ gives $\sqrt\eta=v_F\sqrt{m/2k_BT}$. Then
\begin{equation}
\mu_B\to\frac{qL}{2k_BT}\sqrt{\frac{2k_BT}{\pi m}}\,
\frac{2}{\sqrt\pi\,v_F}\sqrt{\frac{2k_BT}{m}}
=\frac{2qL}{\pi mv_F}.
\end{equation}
Temperature has dropped out. Since $n_s=gk_F^2/2\pi$ and $v_F=\hbar k_F/m$, the mobility falls as $n_s^{-1/2}$ at fixed $L$. This density dependence also arises without scattering.

\section{What the apparent time measures}

\textbf{Corollary 1.} Let $\tau_{\rm app}=m\mu_B/q$, and let $t$ be the mean transit time of carriers injected at equilibrium. Then
\begin{equation}
\frac{\tau_{\rm app}}{t}=\frac1\pi\,
\frac{F_{-1/2}(\eta)F_{1/2}(\eta)}{F_0(\eta)^2}. \label{ratio}
\end{equation}

\textit{Proof.} A carrier crosses the plateau in the time $L/v_x$. Averaging over injected carriers requires the flux weight $v_xf$, which cancels the $v_x$ in the denominator. The average is
\begin{equation}
t=\frac{Ln_+}{J_+}=\frac{L}{v_{\rm inj}},\qquad
v_{\rm inj}=v_T\frac{F_{1/2}(\eta)}{F_0(\eta)}.
\end{equation}
From Eq.~\eqref{scales}, $m/2k_BT=1/(\pi v_T^2)$, so the theorem gives
\begin{equation}
\tau_{\rm app}=\frac{L}{\pi v_T}\frac{F_{-1/2}(\eta)}{F_0(\eta)}.
\end{equation}
Dividing by $t$ proves the claim. $\square$

The ratio tends to $1/\pi\approx0.318$ in the nondegenerate limit. In the degenerate limit $F_{1/2}\to4\eta^{3/2}/(3\sqrt\pi)$, and the ratio tends to $8/(3\pi^2)\approx0.270$. In both limits the apparent time is a fixed fraction of a flight time. It is set by length and velocity, which is why it shrinks with the channel.

\section{Crossover to an ordinary mobility}

\textbf{Corollary 2.} Suppose that a carrier reverses its direction along $x$ with probability $dx/\lambda$ in each length $dx$, with $\lambda$ independent of its energy and angle. Then
\begin{equation}
\frac1{\mu_{\rm app}}=\frac1{\mu_B}+\frac1{\mu_0},\qquad
\mu_0=\mu_B\big|_{L=\lambda}. \label{matthiessen}
\end{equation}

\textit{Proof.} Inject carriers from the source alone, and let $J_+(x)$ and $J_-(x)$ be the fluxes towards the drain and the source. In a steady state,
\begin{equation}
\frac{dJ_+}{dx}=-\frac{J_+-J_-}{\lambda},\qquad
\frac{dJ_-}{dx}=-\frac{J_+-J_-}{\lambda}.
\end{equation}
The second equation has the same sign because left-movers accumulate towards decreasing $x$. Subtraction shows that $J=J_+-J_-$ is constant. Nothing enters from the drain, so $J_-(L)=0$ and $J_+(L)=J$. Integrating the first equation back to the source gives $J_+(0)=J(1+L/\lambda)$. The transmitted fraction is
\begin{equation}
\mathcal T=\frac{J}{J_+(0)}=\frac{\lambda}{\lambda+L}.
\end{equation}
By symmetry it is the same for carriers from the drain. The current for given reservoir Fermi energies is therefore reduced by $\mathcal T$. At $V=0$ the channel is in equilibrium, so $n_s=NF_0(\eta)$ still holds. Any first-order shift common to both Fermi energies affects the current only at second order, because equal reservoirs drive no current. Hence $G$ is $\mathcal T$ times Eq.~\eqref{G}. With $\mu_B=bL$, where $b$ is independent of $L$,
\begin{equation}
\frac1{\mu_{\rm app}}=\frac{\lambda+L}{\lambda}\,\frac1{bL}
=\frac1{bL}+\frac1{b\lambda}. \qquad\square
\end{equation}

For $L\ll\lambda$ the ballistic law returns. For $L\gg\lambda$ the mobility approaches $\mu_0$, which depends on scattering but not on length. If $\lambda$ varies with energy, $\mathcal T$ must stay inside the energy integral, and the simple sum in Eq.~\eqref{matthiessen} need not hold.

\section{A numerical case}

Take $m=0.20$ electron masses, $g=2$, $T=300$ K and $n_s=5.0\times10^{12}\ \mathrm{cm^{-2}}$. These are round model parameters, and all the charge is placed in one subband. In a real silicon inversion layer at this density and temperature, higher subbands and valleys with other masses can hold an appreciable part of the charge, and Eqs.~\eqref{n} and \eqref{I} must then be summed over them. The density scale is $N=4.32\times10^{12}\ \mathrm{cm^{-2}}$, so $F_0=5.0/4.32=1.157$ and $\eta=\ln(e^{1.1575}-1)=0.780$. With $F_{-1/2}=0.9295$, the degeneracy factor is $0.9295/1.1575=0.803$. The velocity scale is $v_T=1.203\times10^7$ cm/s and $k_BT/q=25.85$ mV. At $L=40$ nm,
\begin{equation}
\mu_B=\frac{(1.203\times10^7\ \mathrm{cm/s})(4.0\times10^{-6}\ \mathrm{cm})}
{2(0.02585\ \mathrm V)}\times0.803
\approx747\ \mathrm{cm^2/(V\,s)}.
\end{equation}
The values at 20, 80 and 160 nm are 374, 1495 and 2990 $\mathrm{cm^2/(V\,s)}$. All four lengths share the conductance $G/W=14.97\ \mathrm{mS/\mu m}$, equivalent to $66.8\ \Omega\,\mathrm{\mu m}$.

The injection velocity is $1.414\times10^7$ cm/s, so the mean transit time at 40 nm is 283 fs. The apparent time is 85 fs, or 0.30 of it, between the two limits of Corollary 1.

At this density $I/V$ lies below $G$ by 0.064 percent at 5 mV and by 0.256 percent at 10 mV, a factor of four for a doubled bias. At 50 mV the reduction is 6.4 percent, so a bias of that size is no longer low if percent accuracy is wanted.

The neglect of tunnelling and reflection was tested by solving the Schr\"odinger equation on a lattice for smooth barriers with identical logistic ramps $1/(1+e^{-x/a})$, with $a=2$ nm and a rise of 0.2 eV from the leads. The length was measured between the ramp midpoints, and the semiclassical plateau density was used to convert conductance into mobility. From 40 to 160 nm the conductance stays at $14.70\ \mathrm{mS/\mu m}$, and the fitted exponent of $\mu_{\rm app}$ against $L$ is 1.000. For these ramps and lengths the conductance is at most 1.8 percent below Eq.~\eqref{G}. Tunnelling can add to the current of assumption (A2) but cannot reduce it, so the deficit points to reflection of carriers just above the barrier top. A logistic step reflects with probability $R=[\sinh\pi a(k_1-k_2)/\sinh\pi a(k_1+k_2)]^2$, where $k_1$ and $k_2$ are the longitudinal wave numbers in the lead and on the plateau. Two such steps combined without interference lose the fraction $2R/(1+R)$, and its thermal average is 1.8 percent for $a=2$ nm. The deficit grows quickly for sharper ramps: about 7 percent for $a=1$ nm and 19 percent for $a=0.5$ nm. Assumption (A2) therefore needs gradual barrier edges. Sharp edges lower the slope of $\mu_{\rm app}$ against $L$ without any collision. The length of 20 nm is outside this test, because ramps with $a=2$ nm then overlap and lower the barrier top by 2.7 meV.

For $\lambda=40$ nm, Eq.~\eqref{matthiessen} has $\mu_0=747\ \mathrm{cm^2/(V\,s)}$ and gives $\mu_{\rm app}=249$, 498, 598 and $729\ \mathrm{cm^2/(V\,s)}$ at 20, 80, 160 and 1600 nm. The growth with length dies out as the channel becomes diffusive. A chain of discrete backscattering cells gives 722 instead of 729 at 1600 nm. Its cells have a finite reversal probability $p$. If fluxes $a$ and $b$ enter a cell from left and right, the net flux is $J=(1-p)(a-b)$, while the right-moving flux drops by $p(a-b)=pJ/(1-p)$. The chain therefore behaves as if $\lambda$ were shortened to $(1-p)\lambda$, which lowers the mobility. The full set of values is in the numerical output.

\section{Where the proportionality fails or misleads}

If the electrostatics of a short channel changes $n_s$ at a given gate voltage, $\eta$ depends on $L$. Equation~\eqref{theorem} still applies at each length, but
\begin{equation}
\frac{d\ln\mu_B}{d\ln L}=1+\frac{d\eta}{d\ln L}\,
\frac{d}{d\eta}\ln\frac{F_{-1/2}(\eta)}{F_0(\eta)},
\end{equation}
and the exponent need not be one. Devices should therefore be compared at equal density. When the barrier is short enough for tunnelling to matter, $G$ itself acquires a length dependence.

Conversely, proportionality to $L$ does not prove ballistic transport. Let a length-independent series resistance $R_s$ be left in the measured voltage. The conductance becomes $1/(R_s+1/G)$, and Eq.~\eqref{def} gives
\begin{equation}
\mu_{\rm app}=\frac{L}{qn_sW\,(R_s+1/G)}.
\end{equation}
For a ballistic channel this is still proportional to $L$, with a smaller slope. A channel of negligible resistance behind a large $R_s$ would show the same law whatever its transport. The slope, compared with Eq.~\eqref{theorem} at the measured density after $R_s$ has been removed, carries information that the proportionality alone does not. This comparison needs $R_s$ from an independent source. Both $R_s$ and the ballistic resistance $1/G$ are independent of $L$, so a series of lengths fixes only their sum. In the model of Corollary 2, subtracting the intercept of resistance against $L$ removes both and returns $\mu_0$ at every length. The comparison also needs the masses, valleys and subband filling of the real channel, and it cannot by itself tell collisions from reflection at the barrier edges.

\section*{Calculated quantities}
\begin{verbatim}
mass = 0.20 electron masses; valleys = 2
temperature = 300 K; kT/q = 25.852 mV
sheet density = 5.00e+12 cm^-2
N_2D = 4.3197e+12 cm^-2
eta = 0.7802; F_0 = 1.1575
F_-1/2 = 0.9295
F_-1/2 / F_0 = 0.8031
v_T = 1.2030e+07 cm/s
G/W = 14.969 mS/um
W/G = 66.81 ohm um
n=1.0e+09 cm^-2, L=40 nm: mu sum 930.56, formula 930.67 cm^2/(V s)
n=5.0e+12 cm^-2, L=40 nm: mu sum 747.40, formula 747.42 cm^2/(V s)
n=1.0e+13 cm^-2, L=40 nm: mu sum 623.68, formula 623.69 cm^2/(V s)
n=1.0e+14 cm^-2, L=40 nm: mu sum 218.10, formula 218.10 cm^2/(V s)
V=5 mV: I/V below G by 0.064 percent
V=10 mV: I/V below G by 0.256 percent
V=50 mV: I/V below G by 6.400 percent
nondegenerate mu at 40 nm = 930.72 cm^2/(V s)
injection velocity = 1.4142e+07 cm/s
L=40 nm: apparent time = 84.99 fs
L=40 nm: mean transit time = 282.84 fs
time ratio = 0.3005; dilute 0.3183; dense 0.2706
L=20 nm: ballistic mu = 373.71 cm^2/(V s)
L=40 nm: ballistic mu = 747.42 cm^2/(V s)
L=80 nm: ballistic mu = 1494.84 cm^2/(V s)
L=160 nm: ballistic mu = 2989.69 cm^2/(V s)
wave, L=40 nm: G/W=14.704 mS/um, mu=734.19 cm^2/(V s)
wave, L=80 nm: G/W=14.699 mS/um, mu=1467.87 cm^2/(V s)
wave, L=160 nm: G/W=14.699 mS/um, mu=2935.74 cm^2/(V s)
wave: exponent of mu versus L = 0.9997
wave: largest G difference from formula = 1.80 percent
backscattering length = 40 nm; mu_0 = 747.42 cm^2/(V s)
scattering, L=20 nm: T=0.6666, mu chain 249.1, formula 249.1 cm^2/(V s)
scattering, L=80 nm: T=0.3329, mu chain 497.6, formula 498.3 cm^2/(V s)
scattering, L=160 nm: T=0.1994, mu chain 596.0, formula 597.9 cm^2/(V s)
scattering, L=1600 nm: T=0.0242, mu chain 722.1, formula 729.2 cm^2/(V s)
\end{verbatim}
